# The Hatsugai-Kohmoto Model: Mott Transition and Zeros of G: test program

```python
# Hatsugai-Kohmoto model: H - mu N = sum_k [xi (n_up + n_dn) + U n_up n_dn],
# xi = eps_k - mu.  Results under test: the half-filled charge gap is
# max(0, U - W), W = bandwidth; for a particle-hole symmetric band with
# mu = U/2 the spin-symmetric G(k, omega=0) vanishes exactly on eps_k = 0.
# Energies are in units of the hopping t, momenta in 1/(lattice constant).
import numpy as np
from scipy.optimize import brentq


# ---------- real-space ring, full Fock space ----------
L = 4
dim = 4**L
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    op = np.eye(1)
    for m in range(2 * L):
        factor = parity if m < mode else (lower if m == mode else np.eye(2))
        op = np.kron(op, factor)
    return op


c = [[annihilator(j + L * s) for j in range(L)] for s in range(2)]
bilinear = [[[c[s][i].T @ c[s][j] for j in range(L)] for i in range(L)]
            for s in range(2)]
n_spin = [sum(np.diag(bilinear[s][j][j]) for j in range(L)) for s in range(2)]
n_total = np.rint(n_spin[0] + n_spin[1]).astype(int)

hopping = np.zeros((dim, dim))
for s in range(2):
    for j in range(L):
        b = bilinear[s][(j + 1) % L][j]
        hopping -= b + b.T
interaction = np.zeros((dim, dim))
for j1 in range(L):
    for j2 in range(L):
        for j3 in range(L):
            j4 = (j1 - j2 + j3) % L
            interaction += bilinear[0][j1][j2] @ bilinear[1][j3][j4] / L
assert np.allclose(interaction, interaction.T)

ring_k = 2 * np.pi * np.arange(L) / L
ring_eps = -2 * np.cos(ring_k)
ring_W = np.ptp(ring_eps)


def sector_spectrum(U, N):
    idx = np.where(n_total == N)[0]
    return np.linalg.eigvalsh((hopping + U * interaction)[np.ix_(idx, idx)])


# Ground energies for every particle number against filling of levels
for U in (3.0, 6.0):
    levels = np.sort(np.concatenate([ring_eps, ring_eps + U]))
    for N in range(2 * L + 1):
        assert abs(sector_spectrum(U, N)[0] - levels[:N].sum()) < 1e-9

U_ring = 6.0
half = sector_spectrum(U_ring, L)
ring_gap = (sector_spectrum(U_ring, L + 1)[0]
            + sector_spectrum(U_ring, L - 1)[0] - 2 * half[0])
ring_deg = int(np.sum(half < half[0] + 1e-8))
assert abs(ring_gap - (U_ring - ring_W)) < 1e-9
assert ring_deg == 2**L


def c_momentum(s, k):
    return sum(np.exp(-1j * k * j) * c[s][j] for j in range(L)) / np.sqrt(L)


def ring_green(U, mu, T, k, z_values):
    """Thermal Lehmann sum with the many-body eigenstates of the ring."""
    K = hopping + U * interaction - mu * np.diag(n_total)
    E, V = np.linalg.eigh(K)
    p = np.exp(-(E - E[0]) / T)
    p /= p.sum()
    M2 = np.abs(V.T @ c_momentum(0, k) @ V)**2
    weight = M2 * (p[:, None] + p[None, :])
    energy = E[None, :] - E[:, None]
    return np.array([np.sum(weight / (z - energy)) for z in z_values])


def mean_occupation(xi, U, T):
    a, b = np.exp(-xi / T), np.exp(-(2 * xi + U) / T)
    return (a + b) / (1 + 2 * a + b)


def green(z, xi, U, T):
    n = mean_occupation(xi, U, T)
    return (1 - n) / (z - xi) + n / (z - xi - U)


# Green's function and self-energy, at and away from half filling
z_test = np.array([0.3j, 0.8 + 0.5j, -2.0 + 0.2j])
for mu in (U_ring / 2, U_ring / 2 + 1.4):
    for k, e in zip(ring_k[:3], ring_eps[:3]):
        xi = e - mu
        G_ed = ring_green(U_ring, mu, 0.7, k, z_test)
        assert np.allclose(G_ed, green(z_test, xi, U_ring, 0.7), atol=1e-9)
        n = mean_occupation(xi, U_ring, 0.7)
        sigma = U_ring * n + U_ring**2 * n * (1 - n) / (
            z_test - xi - U_ring * (1 - n))
        assert np.allclose(z_test - xi - 1 / G_ed, sigma, atol=1e-7)

# Zero at eps = 0 (k = pi/2); tiny imaginary part avoids 0/0 in the sum
ring_zero = abs(ring_green(U_ring, U_ring / 2, 0.7, ring_k[1], [1e-6j])[0])
assert ring_zero < 1e-6

# One fully polarized ground state: no zero in either spin component
K = hopping + U_ring * interaction - U_ring / 2 * np.diag(n_total)
pol = np.where((np.rint(n_spin[0]) == L) & (np.rint(n_spin[1]) == 0))[0][0]
psi = np.zeros(dim)
psi[pol] = 1.0
E_pol = psi @ K @ psi
assert np.allclose(K @ psi, E_pol * psi)
assert abs(E_pol - np.linalg.eigvalsh(K)[0]) < 1e-9
G_pol = []
for s in range(2):
    ck = c_momentum(s, ring_k[1])
    z = 1e-7j
    add, rem = ck.conj().T @ psi, ck @ psi
    one = np.eye(dim)
    g = np.vdot(add, np.linalg.solve((z + E_pol) * one - K, add))
    g += np.vdot(rem, np.linalg.solve((z - E_pol) * one + K, rem))
    G_pol.append(g.real)
assert abs(G_pol[0] - 2 / U_ring) < 1e-6
assert abs(G_pol[1] + 2 / U_ring) < 1e-6


# ---------- square lattice ----------
def band(kx, ky, tp=0.0):
    return (-2 * (np.cos(kx) + np.cos(ky))
            + 4 * tp * np.cos(kx) * np.cos(ky))


def grid_band(n, tp=0.0, shift=(0.0, 0.0)):
    kx = 2 * np.pi * (np.arange(n) + shift[0]) / n
    ky = 2 * np.pi * (np.arange(n) + shift[1]) / n
    return band(kx[:, None], ky[None, :], tp).ravel()


def half_filled_gap(eps, U):
    levels = np.sort(np.concatenate([eps, eps + U]))
    return levels[eps.size] - levels[eps.size - 1]


tp = 0.3
eps_sym, eps_asym = grid_band(200), grid_band(200, tp)
W = np.ptp(eps_sym)
W_asym = np.ptp(eps_asym)
gap_table = []
for U in (6.0, 7.0, 8.0, 9.0, 10.0):
    g_sym, g_asym = half_filled_gap(eps_sym, U), half_filled_gap(eps_asym, U)
    # 0.02 allows for the finite level spacing of the momentum grid
    assert abs(g_sym - max(0, U - W)) < 0.02
    assert abs(g_asym - max(0, U - W_asym)) < 0.02
    gap_table.append((U, g_sym, g_asym))

# Surface of zeros along rays from the zone centre
U_ins, U_met, T_cold = 10.0, 6.0, 0.02
rays = []
for angle in (15.0, 30.0, 45.0):
    ux, uy = np.cos(np.radians(angle)), np.sin(np.radians(angle))
    for T in (T_cold, 0.5):
        r = brentq(lambda q: green(0.0, band(q * ux, q * uy) - U_ins / 2,
                                   U_ins, T), 0.01, np.pi / ux)
        assert abs(r * (ux + uy) - np.pi) < 1e-8
    rays.append((angle, r * ux, r * uy))

# Exactly one zero in the whole band, in metal and insulator
e_scan = np.linspace(-3.999, 3.999, 4000)
for U in (U_met, U_ins):
    for T in (0.05, 0.5):
        xi = e_scan - U / 2
        numerator = green(0.0, xi, U, T) * xi * (xi + U)
        change = np.where(np.diff(np.sign(numerator)) != 0)[0]
        assert len(change) == 1
        assert e_scan[change[0]] < 0 < e_scan[change[0] + 1]

points = [("(0,0)", 0.0, 0.0), ("(pi/2,pi/2)", np.pi / 2, np.pi / 2),
          ("(pi,pi)", np.pi, np.pi)]
G_points = []
for name, kx, ky in points:
    e = band(kx, ky)
    g = green(0.0, e - U_ins / 2, U_ins, T_cold)
    assert abs(g - e / (U_ins**2 / 4 - e**2)) < 1e-10
    G_points.append((name, e, g))

# Luttinger count: twice the zone fraction with G(k,0) > 0
shifted = grid_band(500, 0.0, (0.31, 0.47))
count = {}
for U in (U_met, U_ins):
    count[U] = 2 * np.mean(green(0.0, shifted - U / 2, U, 0.05) > 0)
    assert abs(count[U] - 1) < 0.01

# Asymmetric band: chemical potential at half filling and low temperature
eps_a = grid_band(500, tp, (0.31, 0.47))
mid_gap = (eps_asym.min() + eps_asym.max() + U_ins) / 2


def log_doublon_hole_ratio(mu, T):
    xi = eps_a - mu
    a, b = np.exp(-xi / T), np.exp(-(2 * xi + U_ins) / T)
    Z = 1 + 2 * a + b
    return np.log(np.sum(b / Z) / np.sum(1 / Z))


# Band-edge densities of states are inversely proportional to curvature
h = 1e-3
curv_bottom = (band(h, 0, tp) - band(0, 0, tp)) / h**2
curv_top = (band(np.pi, np.pi, tp) - band(np.pi + h, np.pi, tp)) / h**2
mu_table = []
for T in (0.1, 0.05):
    mu_T = brentq(log_doublon_hole_ratio, mid_gap - 0.7, mid_gap + 0.7,
                  args=(T,))
    predicted = mid_gap + T / 2 * np.log(curv_bottom / curv_top)
    # remaining difference is of second order in T (non-parabolic edges)
    assert abs(mu_T - predicted) < 0.05 * T
    mu_table.append((T, mu_T, predicted))
count_asym = 2 * np.mean(green(0.0, eps_a - mid_gap, U_ins, 0.05) > 0)
inside_asym = np.mean(eps_a < mid_gap - U_ins / 2)
assert abs(count_asym - 1) > 0.1


# Occupation fractions in the metal and approach to the transition
def fraction_below(E, n=200000):
    kx = np.pi * (np.arange(n) + 0.5) / n
    return np.mean(np.arccos(np.clip(-E / 2 - np.cos(kx), -1, 1))) / np.pi


double = fraction_below(-U_met / 2)
empty = 1 - fraction_below(U_met / 2)
single = 1 - double - empty
assert abs(double - empty) < 1e-6

eps_fine = grid_band(600, 0.0, (0.31, 0.47))


def energy_per_site(U):
    levels = np.sort(np.concatenate([eps_fine, eps_fine + U]))
    return levels[:eps_fine.size].sum() / eps_fine.size


slope = (energy_per_site(U_met + 0.1) - energy_per_site(U_met - 0.1)) / 0.2
assert abs(slope - double) < 1e-3
edge_table = []
for U in (7.0, 7.8):
    d, law = fraction_below(-U / 2), (W - U) / (8 * np.pi)
    edge_table.append((U, d, law))
assert abs(edge_table[1][1] / edge_table[1][2] - 1) < 0.03
assert (abs(edge_table[1][1] / edge_table[1][2] - 1)
        < abs(edge_table[0][1] / edge_table[0][2] - 1))

# ---------- output ----------
print("Energies in t, G in 1/t, momenta in 1/(lattice constant)")
print(f"Ring: sites {L}, Fock dimension {dim}, W = {ring_W:.4f} t")
print(f"Ring: U = {U_ring:.1f} t, charge gap = {ring_gap:.6f} t")
print(f"Ring: half-filled ground-state degeneracy = {ring_deg}")
print(f"Ring: |G(k=pi/2, 1e-6 i t)| at T=0.7 t = {ring_zero:.2e} 1/t")
print(f"Ring, all spins up: G_up(pi/2,0) = {G_pol[0]:.6f} 1/t")
print(f"Ring, all spins up: G_down(pi/2,0) = {G_pol[1]:.6f} 1/t")
print(f"Square lattice: W = {W:.4f} t; with t'={tp} t: {W_asym:.4f} t")
print("Half-filled gap on 200 x 200 momenta:")
for U, g1, g2 in gap_table:
    print(f"  U = {U:.1f} t: t'=0: {g1:.4f} t; t'={tp} t: {g2:.4f} t")
lo, hi = eps_sym.min() - U_ins / 2, eps_sym.max() - U_ins / 2
print(f"U = {U_ins:.1f} t lower Hubbard band: {lo:.3f} to {hi:.3f} t")
print(f"U = {U_ins:.1f} t upper Hubbard band: "
      f"{lo + U_ins:.3f} to {hi + U_ins:.3f} t")
print(f"G(k,0) at U = {U_ins:.1f} t, T = {T_cold} t:")
for name, e, g in G_points:
    print(f"  k = {name}: eps = {e + 0.0:.4f} t, G = {g:.6f} 1/t")
print(f"Zeros of G(k,0) along rays, U = {U_ins:.1f} t:")
for angle, kx, ky in rays:
    print(f"  {angle:.0f} deg: kx = {kx:.5f}, ky = {ky:.5f}, "
          f"sum/pi = {(kx + ky) / np.pi:.6f}")
print(f"Luttinger count, U = {U_met:.1f} t: {count[U_met]:.4f} per site")
print(f"Luttinger count, U = {U_ins:.1f} t: {count[U_ins]:.4f} per site")
print(f"t'={tp} t: band from {eps_asym.min():.3f} to {eps_asym.max():.3f} t")
print(f"t'={tp} t, U = {U_ins:.1f} t: midgap mu = {mid_gap:.4f} t")
for T, m, pr in mu_table:
    print(f"  T = {T:.2f} t: mu = {m:.5f} t, low-T law {pr:.5f} t")
print(f"t'={tp} t: zeros at eps = {mid_gap - U_ins / 2:.4f} t")
print(f"t'={tp} t: zone fraction below that energy = {inside_asym:.4f}")
print(f"t'={tp} t: Luttinger count = {count_asym:.4f} per site (filling 1)")
print(f"U = {U_met:.1f} t fractions: empty {empty:.5f}, "
      f"single {single:.5f}, double {double:.5f}")
print(f"U = {U_met:.1f} t: numerical de/dU = {slope:.5f}")
for U, d, law in edge_table:
    print(f"U = {U:.1f} t: double fraction {d:.6f}, edge law {law:.6f}")
print("checks complete")
```

It prints:

```
Energies in t, G in 1/t, momenta in 1/(lattice constant)
Ring: sites 4, Fock dimension 256, W = 4.0000 t
Ring: U = 6.0 t, charge gap = 2.000000 t
Ring: half-filled ground-state degeneracy = 16
Ring: |G(k=pi/2, 1e-6 i t)| at T=0.7 t = 1.11e-07 1/t
Ring, all spins up: G_up(pi/2,0) = 0.333333 1/t
Ring, all spins up: G_down(pi/2,0) = -0.333333 1/t
Square lattice: W = 8.0000 t; with t'=0.3 t: 8.0000 t
Half-filled gap on 200 x 200 momenta:
  U = 6.0 t: t'=0: 0.0009 t; t'=0.3 t: 0.0000 t
  U = 7.0 t: t'=0: 0.0004 t; t'=0.3 t: 0.0004 t
  U = 8.0 t: t'=0: 0.0000 t; t'=0.3 t: 0.0000 t
  U = 9.0 t: t'=0: 1.0000 t; t'=0.3 t: 1.0000 t
  U = 10.0 t: t'=0: 2.0000 t; t'=0.3 t: 2.0000 t
U = 10.0 t lower Hubbard band: -9.000 to -1.000 t
U = 10.0 t upper Hubbard band: 1.000 to 9.000 t
G(k,0) at U = 10.0 t, T = 0.02 t:
  k = (0,0): eps = -4.0000 t, G = -0.444444 1/t
  k = (pi/2,pi/2): eps = -0.0000 t, G = 0.000000 1/t
  k = (pi,pi): eps = 4.0000 t, G = 0.444444 1/t
Zeros of G(k,0) along rays, U = 10.0 t:
  15 deg: kx = 2.47770, ky = 0.66390, sum/pi = 1.000000
  30 deg: kx = 1.99169, ky = 1.14990, sum/pi = 1.000000
  45 deg: kx = 1.57080, ky = 1.57080, sum/pi = 1.000000
Luttinger count, U = 6.0 t: 1.0000 per site
Luttinger count, U = 10.0 t: 1.0000 per site
t'=0.3 t: band from -2.800 to 5.200 t
t'=0.3 t, U = 10.0 t: midgap mu = 6.2000 t
  T = 0.10 t: mu = 6.13170 t, low-T law 6.13069 t
  T = 0.05 t: mu = 6.16563 t, low-T law 6.16534 t
t'=0.3 t: zeros at eps = 1.2000 t
t'=0.3 t: zone fraction below that energy = 0.7353
t'=0.3 t: Luttinger count = 0.5295 per site (filling 1)
U = 6.0 t fractions: empty 0.08515, single 0.82970, double 0.08515
U = 6.0 t: numerical de/dU = 0.08515
U = 7.0 t: double fraction 0.041101, edge law 0.039789
U = 7.8 t: double fraction 0.008008, edge law 0.007958
checks complete
```
